# Same-spin pair curvature and the electron localization function

Q: I have heard that the kinetic energy density minus its von Weizsäcker part is "the curvature of the Fermi hole". A kinetic energy density belongs to one point and a hole belongs to two. Before I believe any link, which two-point object do you mean?

A: Take a single Slater determinant with orthonormal orbitals, and keep one spin \(\sigma\) throughout. Its occupied spatial orbitals are \(\psi_i\), and

\[
\rho(\mathbf r)=\sum_i|\psi_i(\mathbf r)|^2,\qquad
\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]

Let \(P_2(\mathbf r,\mathbf r')\) be the density of ordered pairs of \(\sigma\) electrons, one at \(\mathbf r\) and another at \(\mathbf r'\). To find it, expand the \(N\)-electron determinant of this spin along the rows of two electrons. Each term is a \(2\times2\) determinant times a minor for the other \(N-2\) electrons. On integration, minors built from different orbital sets are orthogonal, and each minor has norm \((N-2)!\). There are \(N(N-1)\) ordered pairs and the squared normalization is \(1/N!\), so all factorials cancel:

\[
P_2(\mathbf r,\mathbf r')=\sum_{i<j}|A_{ij}|^2=\tfrac12\sum_{ij}|A_{ij}|^2,
\]
\[
A_{ij}=\psi_i(\mathbf r)\psi_j(\mathbf r')-\psi_j(\mathbf r)\psi_i(\mathbf r').
\]

The terms \(i=j\) vanish, so including them is harmless. Now multiply out the square. The two direct terms give \(\rho(\mathbf r)\rho(\mathbf r')\) each, and the cross terms factor into \(\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)=|\gamma(\mathbf r,\mathbf r')|^2\). With the prefactor \(\tfrac12\),

\[
P_2(\mathbf r,\mathbf r')=\rho(\mathbf r)\rho(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2 .
\]

Dividing by \(\rho(\mathbf r)\), where it is nonzero, gives the density of other \(\sigma\) electrons when one is known to be at \(\mathbf r\):

\[
\frac{P_2(\mathbf r,\mathbf r')}{\rho(\mathbf r)}=\rho(\mathbf r')+h(\mathbf r,\mathbf r'),\qquad
h(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .
\]

The left side is the conditional pair density and \(h\) is the Fermi hole. They are different functions, and the difference will matter.

Q: At \(\mathbf r'=\mathbf r\) the conditional density is zero by the Pauli principle. Why should it start quadratically, and not linearly?

A: Because it is a sum of squares of amplitudes that each start linearly. Put \(\mathbf r'=\mathbf r+\mathbf s\) and assume that the orbitals are smooth around \(\mathbf r\). Then \(\psi_j(\mathbf r+\mathbf s)=\psi_j+\mathbf s\cdot\nabla\psi_j+O(s^2)\), with everything on the right taken at \(\mathbf r\). The zeroth-order parts of \(A_{ij}\) cancel, leaving

\[
A_{ij}=\mathbf s\cdot\mathbf a_{ij}+O(s^2),\qquad
\mathbf a_{ij}=\psi_i\nabla\psi_j-\psi_j\nabla\psi_i .
\]

Hence \(P_2=\tfrac12\sum_{ij}|\mathbf s\cdot\mathbf a_{ij}|^2+O(s^3)\).

Now average over the directions of \(\mathbf s\) at fixed length. By isotropy \(\langle s_as_b\rangle\) is proportional to \(\delta_{ab}\), and its trace is \(s^2\), so \(\langle s_as_b\rangle=s^2\delta_{ab}/3\). The cubic terms change sign under \(\mathbf s\to-\mathbf s\) and average to zero. Calling the averaged conditional density \(P(\mathbf r,s)\),

\[
P(\mathbf r,s)=\frac{s^2}{6\rho}\sum_{ij}|\mathbf a_{ij}|^2+O(s^4).
\]

The smoothness assumption has a price in a real atom. Orbitals have a cusp at a nucleus, so \(\mathbf r\) must lie away from it and \(s\) must be smaller than the distance to it.

Q: So far there are only products of orbitals and gradients. Where does a kinetic energy come in?

A: It appears when the sum is multiplied out:

\[
\sum_{ij}|\mathbf a_{ij}|^2=\sum_{ij}\left(|\psi_i|^2|\nabla\psi_j|^2+|\psi_j|^2|\nabla\psi_i|^2\right)
-2\,\mathrm{Re}\sum_{ij}(\psi_i^*\nabla\psi_i)\cdot(\psi_j\nabla\psi_j^*).
\]

In atomic units define \(\tau=\tfrac12\sum_i|\nabla\psi_i|^2\), with the factor one half included. Each of the first two terms is \(\rho\cdot2\tau\), together \(4\rho\tau\). In the last term the sums over \(i\) and \(j\) separate into a vector and its complex conjugate:

\[
\mathbf v=\sum_i\psi_i^*\nabla\psi_i=\tfrac12\nabla\rho+i\,\mathbf j,\qquad
\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .
\]

The real part is \(\tfrac12\nabla\rho\) because \(\nabla\rho=\mathbf v+\mathbf v^*\). The vector \(\mathbf j\) is the particle current density, without a magnetic field. Therefore

\[
\sum_{ij}|\mathbf a_{ij}|^2=4\rho\tau-2|\mathbf v|^2
=4\rho\tau-\tfrac12|\nabla\rho|^2-2|\mathbf j|^2=4\rho\,C,
\]
\[
C=\tau-\tau_W-\frac{|\mathbf j|^2}{2\rho},\qquad \tau_W=\frac{|\nabla\rho|^2}{8\rho}.
\]

Inserting this in the average gives

\[
P(\mathbf r,s)=\tfrac23\,C(\mathbf r)\,s^2+O(s^4).
\]

For real orbitals \(\mathbf j=0\) and \(C=\tau-\tau_W\). The sum of squares also shows that \(C\ge0\). Since \(P_2\) depends on the orbitals through \(\gamma\) alone, a unitary mixing of the occupied orbitals leaves \(C\) unchanged.

Outside atomic units the coefficient is \(2mC/(3\hbar^2)\). This is why \(C\) can be quoted in hartree bohr\(^{-3}\) and the coefficient of \(s^2\) in bohr\(^{-5}\) with no numerical conversion.

Q: Then the phrase I quoted is right: \(\tau-\tau_W\) is the curvature of the hole.

A: No. It belongs to the pair density. To get the hole, subtract the averaged density of the surroundings. Its linear term averages to zero and its quadratic term is \(\tfrac12\langle s_as_b\rangle\partial_a\partial_b\rho\), so

\[
\langle\rho(\mathbf r+\mathbf s)\rangle=\rho+\frac{s^2}{6}\nabla^2\rho+O(s^4).
\]

The averaged hole is then

\[
h(\mathbf r,s)=-\rho+s^2\left[\tfrac23C-\tfrac16\nabla^2\rho\right]+O(s^4).
\]

The same rule, that the averaged quadratic coefficient is one sixth of the Laplacian, fixes the meaning of "curvature": the Laplacian of the conditional pair density with respect to \(\mathbf s\), at \(\mathbf s=0\), is \(4C\). For the hole it is \(4C-\nabla^2\rho\). The two agree where \(\nabla^2\rho=0\), as in a uniform gas, but in an atom they can even differ in sign.

Q: The current term looks like a decoration. Can you show a case where leaving it out gives a wrong answer?

A: Take two same-spin particles in a harmonic oscillator, in oscillator units, with

\[
\psi_0=\pi^{-3/4}e^{-r^2/2},\qquad \psi_1=(x+iy)\,\psi_0 .
\]

Here the pair density needs no expansion of orbitals. The one distinct amplitude is \(\psi_0(\mathbf r)\psi_0(\mathbf r')[(x'+iy')-(x+iy)]\), so

\[
P_2=\pi^{-3}e^{-r^2-r'^2}(s_x^2+s_y^2).
\]

To second order, the average of \(s_x^2+s_y^2\) is \(2s^2/3\) and \(r'\) may be replaced by \(r\). Dividing by \(\rho=\pi^{-3/2}e^{-r^2}(1+x^2+y^2)\) and comparing with \(\tfrac23Cs^2\),

\[
C=\frac{\pi^{-3/2}e^{-r^2}}{1+x^2+y^2}.
\]

At \((0.7,0,0.2)\) this is 0.0709. The local expression gives \(\tau-\tau_W=0.0883\) and \(|\mathbf j|^2/(2\rho)=0.0174\), whose difference is again 0.0709. Without the current term the curvature would be 24.5% too large, relative to the correct value.

A uniform motion makes the point sharper. Multiply every orbital by \(e^{i\mathbf k\cdot\mathbf r}\). The density matrix acquires a phase only, so \(|\gamma|^2\) and the pair density do not change. But

\[
\tau\to\tau+\mathbf k\cdot\mathbf j+\tfrac12k^2\rho,\qquad \mathbf j\to\mathbf j+\rho\mathbf k,
\]
\[
\frac{|\mathbf j|^2}{2\rho}\to\frac{|\mathbf j|^2}{2\rho}+\mathbf k\cdot\mathbf j+\tfrac12k^2\rho .
\]

The added terms cancel in \(C\) and do not cancel in \(\tau-\tau_W\). With \(\mathbf k=(0.4,-0.3,0.5)\), \(\tau-\tau_W\) rises from 0.0883 to 0.1055 while \(C\) stays at 0.0709. The directly averaged pair density gives the same \(C\) in both cases.

Q: Fine, \(C\) measures how quickly a second electron of the same spin may appear near the first. Why call that localization?

A: Consider a single occupied orbital of this spin. The double sum then has only its vanishing \(i=j\) term, so \(C=0\): there is no second electron of the same spin to find. For two real orbitals that are nonzero at the point,

\[
C=\frac{|\psi_1\nabla\psi_2-\psi_2\nabla\psi_1|^2}{2\rho}
=\frac{\psi_1^2\psi_2^2}{2\rho}\left|\nabla\ln\left|\frac{\psi_2}{\psi_1}\right|\right|^2 .
\]

This is small where one orbital dominates, provided the logarithmic gradient stays moderate. It is larger where both orbitals contribute and vary differently. In this sense a small \(C\) says that an electron keeps others of its spin away from its neighbourhood.

The converse needs care. \(C\) also vanishes at a point where two orbitals happen to have equal logarithmic gradients. A zero at one point does not prove that a single orbital is present.

Q: "Small" compared with what? \(C\) has dimensions, and where several orbitals overlap it can be large simply because they are compact and the density is high.

A: That is why a reference is needed. The chosen one is a uniform gas with the same spin density. Fill the plane waves up to \(k_F\):

\[
\rho=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{6\pi^2},\qquad
\tau=\frac12\int_{k<k_F}\frac{k^2\,d^3k}{(2\pi)^3}=\frac{k_F^5}{20\pi^2}.
\]

There is no density gradient and no net current, so \(C=\tau\). The ratio is \(\tau/\rho=\tfrac{3}{10}k_F^2\), and \(k_F=(6\pi^2\rho)^{1/3}\), hence

\[
C_h(\rho)=\tfrac{3}{10}(6\pi^2)^{2/3}\rho^{5/3},\qquad \chi=\frac{C}{C_h}.
\]

The power \(5/3\) makes \(\chi\) independent of overall size. If all lengths in the orbitals shrink by a factor \(\lambda\), the density at corresponding points grows by \(\lambda^3\). Two gradients make \(C\) grow by \(\lambda^5\), which is also the growth of \(\rho^{5/3}\).

The electron localization function maps \(\chi\) to a finite interval:

\[
\mathrm{ELF}=\frac{1}{1+\chi^2}.
\]

It is 1 for a single orbital, \(\tfrac12\) for the uniform gas, and tends to 0 as \(\chi\) grows.

Q: I see a derivation up to \(C\), and then a formula pulled from a hat. What forces the square and the Lorentzian shape?

A: Nothing in the expansion forces them. The pair curvature is derived; the reference gas and the map from \(\chi\) to ELF are choices. Any decreasing function of \(\chi\) would order the points of space in the same way and put maxima and minima at the same places. What changes with the map is the numerical value, so a statement such as "ELF is 0.86" has meaning only with this definition. Changing the reference is more serious, since it can move the extrema.

Q: Suppose I use total densities, not those of one spin. Do I get another function?

A: For a closed shell the result is the same. Let \(\rho_t=2\rho\) be the total density. Then \(\tau\) and \(\tau_W\) also double, so \(C_t=2C\). The doubled reference is

\[
2C_h=2\cdot\tfrac{3}{10}(6\pi^2)^{2/3}\left(\frac{\rho_t}{2}\right)^{5/3}
=\tfrac{3}{10}(3\pi^2)^{2/3}\rho_t^{5/3},
\]

because the powers of two are \(1+\tfrac23-\tfrac53=0\). The ratio \(\chi\) is unchanged. For an open shell the spin densities differ, and this shortcut does not apply.

Q: Let me see an actual atom. Does this function find the shells of argon?

A: I use restricted Hartree–Fock in the cc-pVTZ basis. This leaves out electron correlation and relativity, and its Gaussian functions have no nuclear cusp. Between 0.05 and 2.5 bohr the radial ELF has two minima:

- K–L minimum: \(r=0.144\) bohr, ELF 0.238
- L maximum: \(r=0.360\) bohr, ELF 0.861
- L–M minimum: \(r=0.736\) bohr (0.389 Å), ELF 0.090
- M maximum: \(r=1.464\) bohr, ELF 0.880

Spheres through the minima divide the 18 electrons into 2.21, 7.86 and 7.93. These are close to 2, 8 and 8 but are not integers, and nothing in the construction requires integers. The last digits depend on the basis. Near the Hartree–Fock basis limit the L–M minimum lies at 0.738 bohr with ELF 0.089, the M maximum near 1.48 bohr with ELF 0.879, and the counts are 2.21, 7.87 and 7.92.

The ingredients at the L maximum, for one spin, are \(\tau=83.607\) and \(\tau_W=47.783\) hartree bohr\(^{-3}\). The orbitals are real, so

\[
C=83.607-47.783=35.824\ \text{hartree bohr}^{-3}.
\]

The spin density 5.955 bohr\(^{-3}\) gives \(C_h=89.17\) hartree bohr\(^{-3}\). Then \(\chi=35.82/89.17=0.402\) and \(\mathrm{ELF}=1/(1+0.161)=0.861\).

At the L–M minimum,

\[
C=2.967-0.672=2.295\ \text{hartree bohr}^{-3},\qquad C_h=0.720\ \text{hartree bohr}^{-3}.
\]

Now \(\chi=3.19\) and \(\mathrm{ELF}=1/(1+10.17)=0.090\).

Q: But \(C\) is about sixteen times larger at the L maximum than at the L–M minimum! By your own reading, electrons of equal spin approach each other more easily where you call them localized.

A: In absolute terms they do: the coefficient of \(s^2\) is larger at the L maximum. The density there is also about eighteen times larger, and the reference grows by a factor of about 124. ELF reports the pair curvature relative to that of a uniform gas of the local density. It is not an absolute probability of finding two electrons close together, and the comparison of these two points shows that the reference decides the verdict.

Q: You said that the pair density and the hole can curve in opposite directions. Does that happen here?

A: It happens at the L–M minimum. The pair coefficient is \(\tfrac23\times2.295=1.530\) bohr\(^{-5}\). The spin density has \(\nabla^2\rho=11.724\) bohr\(^{-5}\), so the coefficient for the hole is

\[
1.530-\frac{11.724}{6}=1.530-1.954=-0.424\ \text{bohr}^{-5}.
\]

This difference of two similar terms is sensitive to the basis: larger bases give \(-0.38\) to \(-0.39\) bohr\(^{-5}\), with the same sign. As \(s\) increases from zero, the averaged hole first becomes deeper than \(-\rho\). The averaged surrounding density rises faster still, and their sum, the pair density, increases from zero as it must. At the L maximum both coefficients are positive: 23.88 for the pair density and 18.31 for the hole, in bohr\(^{-5}\). Calling \(\tau-\tau_W\) the curvature of the hole would therefore give the wrong sign at the L–M boundary. This is not a property of every shell boundary: at the K–L minimum both coefficients are positive.

Q: How far can I trust the quadratic term before the real pair density departs from it?

A: At the L–M minimum, direct averaging of the determinant's pair density gives these values, in bohr\(^{-3}\):

- \(s=0.05\) bohr: 0.00386, against 0.00382 from the quadratic term
- \(s=0.10\) bohr: 0.0159, against 0.0153
- \(s=0.20\) bohr: 0.0707, against 0.0612

The excess over the quadratic term, relative to that term, is about 1%, 4% and 16%. It grows roughly fourfold when \(s\) doubles, as expected if the next term is of order \(s^4\). So \(C\) describes the immediate neighbourhood of the reference electron. It does not determine the extent of the whole hole.

Q: If low ELF marks the boundary between shells, I should find a boundary wherever ELF is low.

A: That inference fails in the outer tail. Consider a filled p shell alone, \(\psi_a=x_ag(r)\) with \(a=1,2,3\), so that \(\rho=r^2g^2\). In \(\mathbf a_{ab}\) the terms with \(g'\) cancel, and its component along \(c\) is \(g^2(x_a\delta_{bc}-x_b\delta_{ac})\). Squaring and summing over \(a,b,c\) gives \(g^4(3r^2+3r^2-2r^2)=4r^2g^4\). Therefore

\[
C=\frac{4r^2g^4}{4\rho}=g^2=\frac{\rho}{r^2},\qquad
\chi=\frac{\rho^{-2/3}}{\tfrac{3}{10}(6\pi^2)^{2/3}\,r^2}.
\]

If \(\rho\) decays exponentially, \(\chi\) grows without bound and ELF tends to zero, although no further shell begins. The three angular functions still vary differently from one another, and \(C\) falls in proportion to \(\rho/r^2\), more slowly than the reference \(\rho^{5/3}\).

The argon calculation shows the same trend, although its Gaussian basis does not decay exponentially far out, so the following values belong to this basis. ELF is 0.078 at 4 bohr, already below its value at the L–M minimum, and 0.007 at 5 bohr; larger bases give about 0.079 and 0.010. Argon also has 3s electrons, so the pure p-shell formula is a guide to this tail and not a full account of it. A shell boundary is read from a minimum between two maxima, not from a low value alone.

Q: Last doubt. All this rests on one determinant. What is left for real, interacting electrons?

A: Antisymmetry remains, so the same-spin pair density still vanishes at zero separation. What is lost is the identity \(P_2=\rho\rho'-|\gamma|^2\), and with it the right to read the pair curvature from \(\tau\), \(\rho\) and \(\mathbf j\). With Hartree–Fock or Kohn–Sham orbitals, \(C\) is the curvature for the determinant made of those orbitals. For Kohn–Sham orbitals this holds even if their density is accurate, because an accurate density does not turn the determinant into the interacting wave function.

Opposite spins are also outside its reach. In a determinant of orbitals with definite spin their pair density is the plain product \(\rho_\uparrow(\mathbf r)\rho_\downarrow(\mathbf r')\), with no hole at all. ELF therefore says nothing direct about how electrons of opposite spin avoid each other. The numerical output below lists the main computed values.

## Computed results

```
Oscillator s and p+ orbitals at (0.7, 0, 0.2), oscillator units
  at rest, tau - tau_W: 0.088325
  at rest, current term: 0.017381
  at rest, C from formula: 0.070944
  at rest, C from averaged pair density: 0.070944
  boosted, tau - tau_W: 0.1055
  boosted, current term: 0.034558
  boosted, C from formula: 0.070944
  boosted, C from averaged pair density: 0.070944
  remainder ratio on halving s: 3.993
Filled p shell, C r^2/rho: 1
Uniform gas, ELF from its pair density: 0.5
Argon atom, RHF/cc-pVTZ; densities are for one spin
Total energy: -526.81313 hartree
K-L minimum: r = 0.144 bohr, ELF = 0.2379
L maximum: r = 0.360 bohr, ELF = 0.8610
L-M minimum: r = 0.736 bohr, ELF = 0.0895
M maximum: r = 1.464 bohr, ELF = 0.8802
Electrons inside K-L minimum: 2.208
Electrons between the minima: 7.861
Electrons outside L-M minimum: 7.931
L-M minimum radius: 0.3895 angstrom
ELF at 4 bohr: 0.0780; at 5 bohr: 0.0074
Ingredients at L maximum
  rho: 5.9549 bohr^-3
  tau: 83.607 hartree bohr^-3
  tau_W: 47.783 hartree bohr^-3
  C: 35.824 hartree bohr^-3
  C_h: 89.168 hartree bohr^-3
  chi = C/C_h: 0.40176
  Laplacian of rho: 33.427 bohr^-5
  s^2 coefficient, pair density: 23.883 bohr^-5
  s^2 coefficient, hole: 18.311 bohr^-5
Ingredients at L-M minimum
  rho: 0.33036 bohr^-3
  tau: 2.9673 hartree bohr^-3
  tau_W: 0.67244 hartree bohr^-3
  C: 2.2948 hartree bohr^-3
  C_h: 0.71957 hartree bohr^-3
  chi = C/C_h: 3.1892
  Laplacian of rho: 11.724 bohr^-5
  s^2 coefficient, pair density: 1.5299 bohr^-5
  s^2 coefficient, hole: -0.42406 bohr^-5
L-M minimum: averaged pair density and its quadratic term, bohr^-3
  s = 0.05 bohr: full 0.0038637, quadratic 0.0038247
  s = 0.10 bohr: full 0.015916, quadratic 0.015299
  s = 0.20 bohr: full 0.070723, quadratic 0.061196
```
